# Heat Current and Atomic Virials for Many-Body Potentials, part 1

(Sections cited here and not found follow in the second part.)

## First half: the current belonging to an energy density

An equilibrium molecular dynamics run gives a thermal conductivity from the fluctuations of its heat current. The current must describe the motion of the energy that the potential assigns to the atoms. A simulation also has atomic virials, which add up to the pressure, and it is tempting to build the heat current from them. This problem asks which virial is required, and what another choice does to bending waves.

Let atom $i$ have mass $m_i$, position $r_i$ and velocity $v_i$. These positions and velocities are vectors. The motion is classical, no external force acts, and the total potential energy is

$$U=\sum_i U_i .$$

Each site energy $U_i$ is a smooth function of the vectors drawn from its own atom,

$$r_{ij}=r_j-r_i,\qquad G_{ij}=\frac{\partial U_i}{\partial r_{ij}},\qquad j\ne i .$$

In the derivative the other vectors from atom $i$ are held fixed. An angle at atom $i$, or a distance between two of its neighbours, can be written in these vectors, because $r_{jk}=r_{ik}-r_{ij}$. The order of the indices of $G_{ij}$ matters: the first names the atom that owns the energy, the second the atom being moved. The energy assigned to atom $i$ is

$$E_i=\tfrac12m_i|v_i|^2+U_i .$$

Sums over $i,j$ run over ordered pairs with $i\ne j$. The symbol $r\otimes G$ denotes the matrix with elements $r_\alpha G_\beta$, so $(r\otimes G)\cdot v=r\,(G\cdot v)$.

### (a) From energy density to integrated current

**For an isolated cluster with energy density $e(x,t)=\sum_iE_i\delta(x-r_i)$, express the space integral of the energy flux through the positions and energies of the atoms.**

**Solution.** Energy conservation is the continuity equation

$$\frac{\partial e}{\partial t}+\sum_\beta\frac{\partial j_\beta}{\partial x_\beta}=0 .$$

Multiply by $x_\alpha$ and integrate over all space. The flux can be taken to vanish outside a region enclosing the cluster, so integration by parts leaves no surface term:

$$\frac{d}{dt}\int x_\alpha e\,dx
=-\sum_\beta\int x_\alpha\frac{\partial j_\beta}{\partial x_\beta}\,dx
=\int j_\alpha\,dx .$$

The last step uses $\partial x_\alpha/\partial x_\beta=\delta_{\alpha\beta}$. The delta functions turn the integral on the left into a sum. Hence

$$J\equiv\int j\,dx=\frac{dR}{dt},\qquad R=\sum_i r_iE_i. \tag{1}$$

The flux is not fixed point by point by the continuity equation, since a divergence-free field may be added. Its integral is fixed for a localized flux once the site energies have been chosen. A change of origin adds a constant vector times the total energy to $R$, which does not affect $J$ because the total energy is conserved.

### (b) The potential part of the current

**Differentiate $R$ and write the result with one virial for each atom.**

**Solution.** The product rule gives

$$J=\sum_iE_iv_i+\sum_i r_i\frac{dE_i}{dt}. \tag{2}$$

The first sum is the energy carried along by the atoms. The second requires the force and the rate of change of the site energy.

Moving atom $i$ changes every vector $r_{ij}$ in its own energy by the opposite displacement. It also changes the vectors $r_{ji}$ in the energies of the other atoms. Thus

$$\frac{\partial U}{\partial r_i}=-\sum_jG_{ij}+\sum_jG_{ji},$$

and the force is

$$F_i=-\frac{\partial U}{\partial r_i}=\sum_j(G_{ij}-G_{ji}). \tag{3}$$

The site energy changes because its vectors change:

$$\frac{dU_i}{dt}=\sum_jG_{ij}\cdot(v_j-v_i). \tag{4}$$

The kinetic energy changes at the rate $F_i\cdot v_i$. Adding this to (4),

$$\begin{aligned}
\frac{dE_i}{dt}
&=\sum_j\left[G_{ij}\cdot v_i-G_{ji}\cdot v_i
+G_{ij}\cdot v_j-G_{ij}\cdot v_i\right]\\
&=\sum_j\left[G_{ij}\cdot v_j-G_{ji}\cdot v_i\right]. \tag{5}
\end{aligned}$$

The terms $G_{ij}\cdot v_i$ cancel. Insert this result in the second sum of (2):

$$\sum_i r_i\frac{dE_i}{dt}
=\sum_{i,j}r_i(G_{ij}\cdot v_j)-\sum_{i,j}r_i(G_{ji}\cdot v_i).$$

In the first double sum exchange the names $i$ and $j$. It becomes $\sum_{i,j}r_j(G_{ji}\cdot v_i)$. The two sums now contain the same scalar product, and their difference is

$$\sum_{i,j}(r_j-r_i)(G_{ji}\cdot v_i).$$

Therefore

$$J=\sum_iE_iv_i+\sum_iW_i\cdot v_i,\qquad
W_i=\sum_jr_{ij}\otimes G_{ji}. \tag{6}$$

The virial multiplying the velocity of atom $i$ contains derivatives of its neighbours' energies with respect to the position of atom $i$. It does not contain the whole force between the two atoms. That is the asymmetry to be followed below.

### (c) Use in a periodic cell

**The moment $R$ jumps when an atom is wrapped through a periodic boundary. Show that the result nevertheless has a meaning in a periodic cell.**

**Solution.** Equation (5) can be read as an exchange of energy. Define the power passed from $j$ to $i$ as

$$P_{j\to i}=G_{ij}\cdot v_j-G_{ji}\cdot v_i .$$

Exchanging the labels changes its sign, so what one atom gains in the exchange the other loses. This energy travels through the displacement $r_i-r_j=-r_{ij}$. Counting each pair once by a factor of one half, the transfer current is

$$\begin{aligned}
-\tfrac12\sum_{i,j}r_{ij}P_{j\to i}
&=-\tfrac12\sum_{i,j}r_{ij}(G_{ij}\cdot v_j)
+\tfrac12\sum_{i,j}r_{ij}(G_{ji}\cdot v_i)\\
&=\sum_{i,j}r_{ij}(G_{ji}\cdot v_i).
\end{aligned}$$

In the last line the labels of the first sum were exchanged and $r_{ji}=-r_{ij}$ was used. This is the potential part of (6), and it contains relative vectors alone. In a periodic system $r_{ij}$ points to the neighbouring image that enters the site energy. If several images lie within range, each has its own term.

### (d) Comparison with the pair-force virial

**A simplified calculation first combines the derivatives into pair forces and then shares each pair's virial equally:**

$$F_{ij}=G_{ij}-G_{ji},\qquad
W_i^{\rm half}=-\tfrac12\sum_jr_{ij}\otimes F_{ij}. \tag{7}$$

**Compare its total virial and its heat current with those of (6). When do the currents agree?**

**Solution.** The total of the simplified virials is

$$\sum_iW_i^{\rm half}
=-\tfrac12\sum_{i,j}r_{ij}\otimes G_{ij}
+\tfrac12\sum_{i,j}r_{ij}\otimes G_{ji}.$$

Exchange the labels in the first sum. It turns into another copy of the second, because $r_{ij}$ changes sign. Hence

$$\sum_iW_i^{\rm half}=\sum_{i,j}r_{ij}\otimes G_{ji}=\sum_iW_i .$$

The two virials give the same pressure. A correct pressure therefore does not test the division among atoms that the heat current needs.

For the current, subtract (7) from (6):

$$W_i-W_i^{\rm half}
=\sum_jr_{ij}\otimes\left[G_{ji}+\tfrac12(G_{ij}-G_{ji})\right]
=\tfrac12\sum_jr_{ij}\otimes(G_{ij}+G_{ji}).$$

The missing current is consequently

$$\Delta J=J-J^{\rm half}
=\tfrac12\sum_{i,j}r_{ij}\left[(G_{ij}+G_{ji})\cdot v_i\right].$$

Combine the terms $(i,j)$ and $(j,i)$. The sum $G_{ij}+G_{ji}$ is unchanged by the exchange, whereas $r_{ij}$ changes sign, so

$$\Delta J=\tfrac12\sum_{i<j}r_{ij}
\left[(G_{ij}+G_{ji})\cdot(v_i-v_j)\right]. \tag{8}$$

A common velocity of all atoms contributes nothing. The missing current comes from relative motion.

For a pair potential $\phi(r)$ with its energy shared equally, $U_i=\frac12\sum_j\phi(|r_{ij}|)$. If $n_{ij}$ is the unit vector along $r_{ij}$, then

$$G_{ij}=\tfrac12\phi'(|r_{ij}|)n_{ij},\qquad
G_{ji}=-\tfrac12\phi'(|r_{ij}|)n_{ij}.$$

Their sum vanishes, and with it $\Delta J$. Equal sharing matters: if the atoms receive fractions $w$ and $1-w$, the sum is $(2w-1)\phi'n_{ij}$.

An embedding energy shows a many-body case. Let $U_i=f(\rho_i)$ and $\rho_i=\sum_jg(|r_{ij}|)$. Then

$$G_{ij}+G_{ji}=\left[f'(\rho_i)-f'(\rho_j)\right]g'(|r_{ij}|)n_{ij}.$$

It vanishes between atoms with equal densities, but generally not during thermal motion.

A six-atom cluster gives a numerical comparison in model units. The nominal positions are $(0,0,0)$, $(1.2,0,0)$, $(0,1.3,0)$, $(0,0,1.1)$, $(1.1,1.2,0.3)$ and $(0.2,1.1,1.3)$, and the masses are $1,2,1.5,1,3,2$. One set of normal random displacements with standard deviation 0.08 is added, and the velocity components are drawn from a normal distribution with unit standard deviation. The site energy is

$$\begin{aligned}
U_i={}&\tfrac32\sum_je^{-2|r_{ij}|}
-\left(\sum_je^{-|r_{ij}|}\right)^{1/2}\\
&+\tfrac12\sum_{j\ne k}e^{-|r_{ij}|-|r_{ik}|}
\left(n_{ij}\cdot n_{ik}+\tfrac13\right)^2 .
\end{aligned}$$

Differentiating $R$ numerically in time and removing $\sum_iE_iv_i$ gives an $x$ component of 0.8893. Equation (6) gives 0.8893, and the pair-force virial gives 0.4947. With the first term of $U_i$ alone, all three values are 0.3658.

### (e) When a different current changes the conductivity

**Is a nonzero $\Delta J$ enough to prove that the conductivity is wrong? Consider a local change in the assignment of energy to atoms.**

**Solution.** It is not enough. Suppose that $E_i$ is replaced by $E_i+\epsilon_i$, with $\sum_i\epsilon_i=0$, and that energy is shifted only between nearby atoms. The energy moment changes by

$$B=\sum_i r_i\epsilon_i .$$

Because the shifts are local and sum to zero, $B$ can be written with energies times short relative vectors. In a system of fixed size its mean square stays bounded in equilibrium. The new current is $J'=J+dB/dt$.

Take the Green–Kubo formula as the definition of the conductivity obtained from an equilibrium run. For volume $V$, temperature $\Theta$ and vanishing mean current,

$$\kappa=\frac{1}{Vk_B\Theta^2}\int_0^\infty C(t)\,dt,\qquad
C(t)=\langle J_x(0)J_x(t)\rangle . \tag{9}$$

The centre of mass is at rest. Let $Q(t)=\int_0^tJ_x(t')\,dt'$. In the square of this integral, a time separation $s$ occurs over a length $t-s$ in each of the two time orders, so

$$\langle Q(t)^2\rangle=2\int_0^t(t-s)C(s)\,ds .$$

If $C(s)$ and $sC(s)$ are integrable, division by $t$ gives

$$\kappa=\lim_{t\to\infty}\frac{\langle Q(t)^2\rangle}{2tVk_B\Theta^2}. \tag{10}$$

The repartition changes $Q(t)$ to $Q(t)+B_x(t)-B_x(0)$. The triangle inequality for root-mean-square values says that the root mean square of $Q$ changes by no more than that of $B_x(t)-B_x(0)$. The latter is bounded. Divided by $\sqrt t$ it tends to zero, so the limit (10) is unchanged.

The useful criterion is therefore the time integral of the missing current. If it stays bounded in mean square, the conductivity survives. If $\Delta J$ contains a lasting part, its time integral can grow and the conductivity can change. The second half finds such a part.

## Second half: bending waves and the conductivity

The symbols carried over are $r_{ij}=r_j-r_i$, the site-energy derivative $G_{ij}=\partial U_i/\partial r_{ij}$, and the atomic energy $E_i$. The full virial is $W_i=\sum_jr_{ij}\otimes G_{ji}$. The pair-force virial is $-\frac12\sum_jr_{ij}\otimes(G_{ij}-G_{ji})$. Both have the same total. A difference between currents is harmless to the conductivity if its time integral stays bounded in mean square.

Consider a straight periodic strip, one cell wide, with cells of mass $m$ and spacing $a$ along $x$. From here on $u_i$ is the displacement along $z$ and $v_i=\dot u_i$. The strip is under a tension $T$ per unit width. Since its width is $a$, the pulling force is $Ta$, and $T$ itself is the transverse stiffness of a bond. Define

$$b_i=u_{i+1}+u_{i-1}-2u_i .$$

For small slopes $b_i/a$ is the bending angle. To second order the site energy is

$$U_i=\tfrac T4\left[(u_{i+1}-u_i)^2+(u_i-u_{i-1})^2\right]
+\tfrac K2b_i^2 . \tag{11}$$

The first part is a pair energy shared equally. The second involves three atoms and belongs to the middle one. In the long-wave limit $b_i\to a^2u''$, and the energy per area $a^2$ identifies $Ka^2$ as the bending rigidity.

### (f) Three currents for one strip

**Find the $x$ component of the heat current to second order from the full and pair-force virials. Then find it from a group virial, in which $\sum_kr_k\otimes f_k$ for the three forces $f_k$ of a bending triplet is shared equally among its atoms.**

We have found the virial that the heat current requires, and shown that the pair-force virial can miss part of that current while giving the same pressure, which is harmless to the conductivity if the time integral of the missing part stays bounded in mean square. It remains to find the three currents for the strip, and to see what they give for the speed of bending-wave energy and for the conductivity.
